# Vertical Ions Do Not by Themselves Give Vertical Sidewalls

A trench is etched 1000 nm deep through an opening in an inert mask. Every ion travels straight down and none strikes the material under the mask. At the end, 291 nm of mask nevertheless overhangs empty space on each side. What removed the material beneath it?

## The belief and its appeal

The belief is that ions which arrive vertically cut a vertical wall. It rests on a sound observation: a vertical beam delivers its energy to the floor and none to a vertical wall. If the chemistry needs ion energy to proceed, the wall stays where it is, and the belief holds.

The hidden premise is that nothing etches without ions. A plasma also supplies reactive neutrals, which arrive from all directions and reach the wall. If they react with the solid spontaneously, the wall recedes however well the ions are aimed. The question is then how fast it recedes compared with the floor.

## The speed of a surface under neutrals and ions

Let each surface site be empty, covered by a reactant, or covered by an inhibitor, with fractions $e$, $\theta$ and $\phi$. This is a mean-field description with at most one adsorbed layer. The rates per site are:

- $a$, reactant adsorption on an empty site;
- $k=\nu e^{-E/k_BT}$, spontaneous reaction of a covered site, with prefactor $\nu$ and barrier $E$;
- $j$, ion-driven reaction of a covered site;
- $p$, inhibitor adsorption on an empty site;
- $d$ and $q$, inhibitor loss by thermal processes and by ions.

In the steady state, gain equals loss for each adsorbed species:

$$ae=(k+j)\theta,\qquad pe=(d+q)\phi .$$

Solving for $\theta$ and $\phi$ and inserting them in $e+\theta+\phi=1$ gives

$$e\left[1+\frac{a}{k+j}+\frac{p}{d+q}\right]=1,\qquad
e=\frac{1}{1+\dfrac{a}{k+j}+\dfrac{p}{d+q}} .$$

Let $\sigma$ be the site density, $n$ the atom density of the solid, and $m$ the number of reactants used per removed atom. Reactants are consumed at the rate $\sigma(k+j)\theta$ per unit area. Division by $m$ gives atoms removed per area and time, and division by $n$ gives the recession speed:

$$R=\frac{\sigma(k+j)\theta}{mn}=\frac{\sigma a}{mn}\,e\equiv R_0e .$$

The second form uses the reactant balance. The speed $R_0$ is the supply limit, reached when every site is empty and ready to adsorb.

Call the floor speed $V$ and the speed of ion-shadowed material $r$. The shadowed material has $j=q=0$. If $a$ is the same on both surfaces, $R_0$ cancels:

$$\boxed{\frac rV=\frac{e_{\rm wall}}{e_{\rm floor}}}$$

Without inhibitor, $e_{\rm wall}=k/(k+a)$. This is positive whenever $k>0$, although the wall receives no ions.

A common $a$ requires a nearly uniform neutral flux. A shallow trench with a small loss per collision provides it. For a straight trench 2000 nm wide and 1000 nm deep, a view-factor calculation gives a lowest flux of 0.974 relative to the mouth, over the three cases treated below. The pocket beneath the mask was not included in that calculation, so a common $a$ is an assumption there.

## From two speeds to a profile

Put the mask edge at the origin, with $x$ pointing under the mask and $y$ pointing down. The open floor reaches depth $y_0$ on the line $x=0$ at time $y_0/V$. From there, the front enters the shadowed solid at speed $r$ along its normal. I take the solid to be isotropic, so that $r$ does not depend on orientation, and assume $r<V$. The front reaches $(x,y)$ by the quickest route:

$$T(x,y)=\min_{y_0\ge0}\left[\frac{y_0}{V}+\frac{\sqrt{x^2+(y-y_0)^2}}{r}\right].$$

Write $s=y-y_0$ and $\ell=\sqrt{x^2+s^2}$. Setting the derivative with respect to $y_0$ to zero gives

$$\frac1V-\frac{s}{r\ell}=0,\qquad \frac{s}{\ell}=\frac rV\equiv\sin\tau .$$

The bracket is convex in $y_0$, so this point is the minimum if it lies at $y_0\ge0$. There $s=x\tan\tau$ and $\ell=x/\cos\tau$. With $1/V=\sin\tau/r$,

$$T=\frac yV-\frac{x\tan\tau\sin\tau}{r}+\frac{x}{r\cos\tau}
=\frac yV+\frac{x(1-\sin^2\tau)}{r\cos\tau}
=\frac yV+\frac{x\cos\tau}{r}.$$

When the floor reaches depth $H$, the time is $t=H/V$. Setting $T=t$ gives the wall:

$$x=\frac{r}{V\cos\tau}(H-y)=(H-y)\tan\tau .$$

This is a straight facet, tilted by $\tau$ from the vertical. It meets the floor at $x=0$, so the trench is narrowest at the bottom.

The condition $y_0\ge0$ means $y\ge x\tan\tau$. On the facet this becomes $y\ge(H-y)\tan^2\tau$, or $y\ge H\sin^2\tau$. Nearer the mask, the quickest route starts at the mask edge itself, $y_0=0$, and the front is a circular arc, $x^2+y^2=(rt)^2$. The arc and facet meet at $(H\sin\tau\cos\tau,\,H\sin^2\tau)$. The radius to that point has direction $(\cos\tau,\sin\tau)$, perpendicular to the facet direction $(-\sin\tau,\cos\tau)$, so they join without a corner.

The undercut is largest directly beneath the mask:

$$\boxed{u=rt=\frac rV H}$$

Two limits show what the ions do. As $r/V\to0$, the facet becomes vertical and the undercut vanishes. As $r/V\to1$, the profile tends to a quarter circle of radius $H$, the shape of isotropic etching.

The profile was also computed on a grid from the local speeds alone, with a spacing of $0.005H$. For $r/V=0.291$ its largest departure from the arc and facet was 0.4% of the depth, and the facet tilt was 16.94°, equal to the formula to the digits shown.

## The number that refutes the belief

The example uses round model parameters. At 300 K, $\nu=2000\ \mathrm{s^{-1}}$ and $E=0.10$ eV give $k=41.8\ \mathrm{s^{-1}}$. The other rates are $a=250\ \mathrm{s^{-1}}$ and, on the floor, $j=200\ \mathrm{s^{-1}}$. There is no inhibitor. Then

$$e_{\rm wall}=\frac{1}{1+250/41.8}=0.143,\qquad
e_{\rm floor}=\frac{1}{1+250/241.8}=0.492 .$$

With $R_0=12.5$ nm/s, these give $r=1.79$ nm/s and $V=6.15$ nm/s. Reaching 1000 nm takes 163 s, during which the undercut grows to

$$u=0.291\times1000\ \mathrm{nm}=291\ \mathrm{nm}.$$

The steady-state speeds are justified here: the slowest site relaxation in the cases compared takes 0.15 s, far less than the etch time.

Could a stronger vertical beam remove the undercut? It raises $e_{\rm floor}$, but $e_{\rm floor}<1$, so

$$\frac rV>e_{\rm wall}.$$

With temperature and neutral fluxes held fixed, ten times the ion flux lowers $r/V$ from 0.291 to 0.161. This helps because the etch finishes sooner, while $r$ is unchanged. A thousand times the flux, used here to probe the limit rather than as a practical setting, gives 0.1434, just above the bound of 0.1432. As long as ions remove material only by driving the surface reaction, more of them cannot take the undercut of this trench below 143 nm. Direct sputtering, which the model leaves out, could carry the floor speed beyond $R_0$, and in a real trench sputtered atoms that redeposit on the wall can offset its recession. Within the model and at fixed reactant flux, slowing the wall requires a change in its chemistry.

## Cooling the wall

Without inhibitor, $r=R_0/(1+a/k)$. With $a$ fixed,

$$\frac{d\ln r}{d\ln k}=\frac{a/k}{1+a/k}=\frac{a}{a+k}=\theta_{\rm wall}.$$

Since $d\ln k/d(1/k_BT)=-E$, the apparent barrier of the wall speed is

$$E_{\rm app}=-\frac{d\ln r}{d(1/k_BT)}=E\,\theta_{\rm wall}.$$

If reaction is much faster than supply, $k\gg a$, the wall is nearly bare and modest cooling has little effect, provided $a$ itself does not depend on temperature. If reaction is the bottleneck, $k\ll a$, nearly the full barrier acts. The example is already close to the second regime at 300 K, where $E_{\rm app}=0.086$ eV.

Now cool the surface to 170 K, keeping all fluxes, sticking probabilities and ion yields fixed. The spontaneous rate falls to $2.17\ \mathrm{s^{-1}}$ and $r$ to 0.108 nm/s. The floor keeps its ion-driven rate, so $V$ falls by only 9%, to 5.59 nm/s. The ratio becomes 0.0192 and the undercut 19 nm. The wall is not perfectly vertical, but its tilt has dropped from 16.9° to 1.1°.

## Passivating the wall, but not the floor

Return to 300 K and add an inhibitor with $p=50\ \mathrm{s^{-1}}$ and $d=0.5\ \mathrm{s^{-1}}$. On the wall $p/d=100$. On the floor ions remove the inhibitor at $q=100\ \mathrm{s^{-1}}$, so $p/(d+q)=0.50$. Hence

$$e_{\rm wall}=\frac{1}{1+5.98+100}=0.0093,\qquad
e_{\rm floor}=\frac{1}{1+1.03+0.50}=0.395 .$$

The wall is 93% covered by inhibitor and the floor 20%. The ratio is 0.0237 and the undercut 24 nm, close to the result of cooling. These values assume that etching never carries inhibitor away. That assumption matters: the wall recedes at 0.117 nm/s, or 0.58 layers of thickness $\sigma/n=0.2$ nm per second, which is comparable to $d$. If the inhibitor left with the layer beneath it, $d$ would become $d+Rn/\sigma$, and the self-consistent undercut would be about 110 nm, still well below 291 nm.

Deposition alone does not achieve this. Set $q=0$, so that ions cannot clear the inhibitor, and leave everything else unchanged. The wall speed is as low as before, 0.117 nm/s, but the floor speed collapses to 0.123 nm/s. Then $r/V=0.954$, and etching to 1000 nm would undercut the mask by 954 nm. With inhibitor carried away by etching the ratio would be 0.37, still worse than with no inhibitor. Passivation steepens the wall by slowing it relative to the floor, and the vertical ions create that difference. Ion direction is useful here because it confines the clearing of inhibitor to the floor.

The relation $u=rt$ also shows the cost of continuing after the floor has reached a layer that does not etch. The depth stops growing while the wall keeps receding. At the unpassivated 300 K speed, a further 30 s adds about 54 nm of undercut if the neutral flux at the wall is unchanged.

## Real processes

Silicon in fluorine-containing plasmas is a real case of spontaneous neutral etching. Processes for deep silicon trenches use sidewall passivation, low temperature, or both; in cryogenic etching with oxygen present, cooling also helps a passivating layer to survive, an effect absent from the cooled case above. The model barrier of 0.10 eV is close to the apparent barrier measured for the etch rate of silicon by fluorine atoms. The prefactor of $2000\ \mathrm{s^{-1}}$ is an effective one, far below a typical atomic vibration frequency. The model wall at 300 K is also nearly saturated with reactant: without inhibitor, $d\ln r/d\ln a=e_{\rm wall}=0.14$, so a small change in the reactant flux has little effect on its speed. Measured spontaneous etching of silicon by fluorine atoms is roughly proportional to that flux and still shows its barrier of about 0.1 eV. The model cannot give both at once: since $e_{\rm wall}+\theta_{\rm wall}=1$ without inhibitor, a wall speed proportional to $a$ has $E_{\rm app}\approx0$. The numbers here therefore illustrate the mechanism and do not predict a silicon process. The floor speed of 6.15 nm/s, or 0.37 µm per minute, is slow for deep silicon etching.

Real ions also have an angular spread. Suppose, as a severe case, that all of them lean 2° towards one wall, with the yields unchanged. An exposed vertical piece of that wall receives $\sin2^\circ=0.035$ of the ion flux, which adds $j=7.0\ \mathrm{s^{-1}}$ and, with inhibitor, $q=3.5\ \mathrm{s^{-1}}$. Inserted in the formula for $e$, these raise the local wall speed by about 14% in the unpassivated 300 K case, fourfold at 170 K, and nearly sixfold with inhibitor. Such ions reach at most $y\tan2^\circ$ beneath the mask, or 35 nm at the full depth, so these factors apply to exposed vertical wall and not to the whole undercut. A facet tilted by $\tau$, as found above, faces partly upwards and receives the larger fraction $\sin(\tau+2^\circ)$ where it is exposed. In these examples, the same lean changes the wall speed by a larger factor once neutral etching has been suppressed. Ion reflection, charging and mask erosion can also spoil a wall for which $r$ is negligible.

The full set of rates, coverages and speeds is in the numerical output below.

## Computed values

```
INPUTS
site density = 1.0e+19 m^-2
atom density = 5.0e+28 m^-3
reactants per removed atom = 4
sticking on empty site = 0.05
reactant flux = 5.0e+22 m^-2 s^-1
inhibitor flux when used = 1.0e+22 m^-2 s^-1
ion flux = 1.0e+20 m^-2 s^-1
reactants consumed per ion = 20
inhibitors cleared per ion = 10
prefactor = 2000 s^-1, barrier = 0.10 eV
thermal inhibitor loss d = 0.5 s^-1
depth = 1000 nm, trench width = 2000 nm
a = 250.0 s^-1
j on floor = 200.0 s^-1
p when used = 50.0 s^-1
q on floor = 100.0 s^-1
supply-limited speed = 12.500 nm/s
CASE 300 K, no inhibitor
k = 41.793 s^-1
wall: e = 0.14323, theta = 0.85677, phi = 0.00000
floor: e = 0.49166, theta = 0.50834, phi = 0.00000
r = 1.7904 nm/s, V = 6.1457 nm/s
r/V = 0.2913, etch time = 162.7 s
undercut = 291.3 nm
facet tilt from vertical = 16.94 deg
CASE 170 K, no inhibitor
k = 2.170 s^-1
wall: e = 0.00861, theta = 0.99139, phi = 0.00000
floor: e = 0.44711, theta = 0.55289, phi = 0.00000
r = 0.1076 nm/s, V = 5.5889 nm/s
r/V = 0.0192, etch time = 178.9 s
undercut = 19.2 nm
facet tilt from vertical = 1.10 deg
CASE 300 K, inhibitor
k = 41.793 s^-1
wall: e = 0.00935, theta = 0.05591, phi = 0.93474
floor: e = 0.39503, theta = 0.40844, phi = 0.19653
r = 0.1168 nm/s, V = 4.9379 nm/s
r/V = 0.0237, etch time = 202.5 s
undercut = 23.7 nm
facet tilt from vertical = 1.36 deg
CHECKS AND CONTROLS
slowest site relaxation = 0.1501 s
lowest relative neutral flux = 0.9736
300 K, ion flux x 1: r/V = 0.2913
300 K, ion flux x 10: r/V = 0.1608
300 K, ion flux x 1000: r/V = 0.1434
apparent wall barrier at 300 K = 0.0857 eV
apparent wall barrier at 170 K = 0.0991 eV
uncleared inhibitor: V = 0.1225 nm/s
uncleared inhibitor: r/V = 0.9537
grid, r/V = 0.2913: tilt = 16.94 deg
  largest profile error / depth = 0.0039
grid, r/V = 0.6000: tilt = 36.87 deg
  largest profile error / depth = 0.0074
```
